# Photoelectron Asymmetry of an s Subshell near a Split Cooper Minimum

## Definitions and conventions

A closed \(ns\) subshell is ionized by weak light linearly polarized along \(z\). Atomic units are used. The photoelectron has energy \(E=k^2/2\) and leaves at an angle \(\theta\) to \(z\); its spin is not detected. The treatment is a one-electron, two-component one, with the electric-dipole operator in the length form, \(z\). Retardation, small components and many-electron correlation are left out.

The initial orbital is \(\psi_0=r^{-1}P(r)Y_{00}\chi\), with \(\chi=\uparrow\) or \(\downarrow\). The photoelectron is a p wave with \(j=1/2\) or \(j=3/2\). Subscripts 1 and 3 stand for these two channels. Their radial Hamiltonians \(h_j\) differ by spin–orbit coupling, and both contain the ionic attraction \(-1/r\) at large \(r\). The regular solution of \(h_jF_j=EF_j\) is real and energy-normalized:

\[
F_j\to\sqrt{\tfrac{2}{\pi k}}\,\sin\Theta_j,\qquad \Theta_j=kr+\tfrac1k\ln(2kr)+\varphi_j. \tag{1}
\]

The radial dipole integral and the complex channel amplitude are

\[
R_j=\int_0^\infty F_j\,r\,P\,dr,\qquad D_j=R_j\,e^{i\varphi_j}. \tag{2}
\]

Reversing the sign of \(F_j\) changes \(\varphi_j\) by \(\pi\) and leaves \(D_j\) unchanged. The signs of \(R_1\) and \(R_3\) can therefore be compared only after the phases are fixed; they are chosen here so that \(\delta=\varphi_3-\varphi_1\) is small when the spin–orbit coupling is small. The asymmetry parameter \(\beta\) is defined by

\[
I(\theta)=\frac{\sigma}{4\pi}\,[1+\beta P_2(\cos\theta)],\qquad P_2(x)=\tfrac12(3x^2-1). \tag{3}
\]

A Cooper minimum is a minimum of the cross section caused by a sign change of a radial dipole integral.

## The outgoing wave

To first order in the field, and apart from a common factor, the part of the wave function at energy \(E\) obeys \((H-E)\psi=-z\psi_0\). Since \(zY_{00}=rY_{10}/\sqrt3\), the source has p symmetry. Let \(\Pi_j\) project on total angular momentum \(j\). Then

\[
\psi=\frac{1}{\sqrt3\,r}\sum_j f_j(r)\,\Pi_jY_{10}\chi,\qquad (h_j-E)f_j=-rP. \tag{4}
\]

Let \(H_j\) be the solution of the homogeneous equation that tends to \(\sqrt{2/\pi k}\,e^{i\Theta_j}\). The Green function that is regular at the origin and outgoing at infinity is \(G=C\,F_j(r_<)H_j(r_>)\). The kinetic term \(-\tfrac12d^2/dr^2\) must produce a unit delta function, so the slope of \(G\) jumps by \(-2\) at \(r=r'\). Hence \(C(F_jH_j'-F_j'H_j)=-2\). This Wronskian is independent of \(r\), and at large \(r\), where \(\Theta_j'\to k\), it is

\[
\frac{2}{\pi k}\,k\,(i\sin\Theta_j-\cos\Theta_j)\,e^{i\Theta_j}=-\frac2\pi. \tag{5}
\]

Thus \(C=\pi\). Beyond the range of \(P\), the solution \(f_j=-\int G\,r'P\,dr'\) becomes

\[
f_j\to-\pi R_jH_j\to-\pi\sqrt{\tfrac{2}{\pi k}}\;e^{i[kr+\ln(2kr)/k]}\,D_j. \tag{6}
\]

Everything except \(D_j\) is common to the two channels. The angular and spin dependence of the emitted wave is therefore that of \(\sum_jD_j\Pi_jY_{10}\chi\).

## From two amplitudes to the asymmetry parameter

Take \(\chi=\uparrow\). Lowering \(|\tfrac32,\tfrac32\rangle=Y_{11}\uparrow\) gives \(\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,Y_{10}\uparrow+Y_{11}\downarrow\). The \(j=1/2\) state is orthogonal to it:

\[
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,Y_{10}\uparrow+\sqrt{\tfrac13}\,Y_{11}\downarrow,\qquad
|\tfrac12,\tfrac12\rangle=-\sqrt{\tfrac13}\,Y_{10}\uparrow+\sqrt{\tfrac23}\,Y_{11}\downarrow. \tag{7}
\]

The source is \(Y_{10}\uparrow=\sqrt{2/3}\,|\tfrac32,\tfrac12\rangle-\sqrt{1/3}\,|\tfrac12,\tfrac12\rangle\). Multiplying its parts by \(D_3\) and \(D_1\) and returning to the product basis gives

\[
\sum_jD_j\Pi_jY_{10}\uparrow=S\,Y_{10}\uparrow+\sqrt2\,T\,Y_{11}\downarrow,\qquad
S=\frac{2D_3+D_1}{3},\quad T=\frac{D_3-D_1}{3}. \tag{8}
\]

\(S\) is the amplitude for keeping the spin and \(T\) governs spin flip. A rotation by \(\pi\) about \(x\) turns the case \(\chi=\uparrow\) into \(\chi=\downarrow\) and sends \(\theta\) to \(\pi-\theta\). The distribution found below is even in \(\cos\theta\), so both initial spins give the same one.

The two final spin states are orthogonal and their intensities add. With \(|Y_{10}|^2=(3/4\pi)\cos^2\theta\) and \(|Y_{11}|^2=(3/8\pi)\sin^2\theta\),

\[
I\propto\frac{3}{4\pi}\left(|S|^2\cos^2\theta+|T|^2\sin^2\theta\right). \tag{9}
\]

Inserting \(\cos^2\theta=(1+2P_2)/3\) and \(\sin^2\theta=2(1-P_2)/3\) gives

\[
I\propto\frac1{4\pi}\left[|S|^2+2|T|^2+2(|S|^2-|T|^2)P_2\right],\qquad
\beta=\frac{2(|S|^2-|T|^2)}{|S|^2+2|T|^2}. \tag{10}
\]

With \(X=\mathrm{Re}(D_1^*D_3)\), the squares are

\[
|S|^2=\tfrac19(4|D_3|^2+|D_1|^2+4X),\qquad |T|^2=\tfrac19(|D_3|^2+|D_1|^2-2X). \tag{11}
\]

In \(|S|^2+2|T|^2=\tfrac13(|D_1|^2+2|D_3|^2)\) the interference cancels, as it must in an angle-integrated quantity. In \(|S|^2-|T|^2=\tfrac13(|D_3|^2+2X)\) the term \(|D_1|^2\) cancels. Therefore

\[
\boxed{\;\beta=\frac{2\left[|D_3|^2+2\,\mathrm{Re}(D_1^*D_3)\right]}{|D_1|^2+2|D_3|^2}\;} \tag{12}
\]

Equation (10) also gives \(2-\beta=6|T|^2/(|S|^2+2|T|^2)\), or

\[
2-\beta=\frac{2\,|D_3-D_1|^2}{|D_1|^2+2|D_3|^2}. \tag{13}
\]

The total cross section is proportional to the photon energy times the strength

\[
\mathcal S=\tfrac13(R_1^2+2R_3^2). \tag{14}
\]

## When the value two is lost

By (13), \(\beta=2\) if and only if \(D_1=D_3\neq0\). A scalar-relativistic calculation uses one p potential for both channels, so its amplitudes are equal and it gives \(\beta=2\) wherever the cross section is nonzero. At its Cooper zero nothing is emitted in this approximation, and \(\beta\) is undefined.

With spin–orbit coupling in the continuum the amplitudes differ in size and in phase:

\[
|D_3-D_1|^2=(R_3-R_1)^2+4R_1R_3\sin^2(\delta/2). \tag{15}
\]

For weak coupling and far from a zero, \(|T|\ll|S|\) and \(2-\beta\approx6|T/S|^2\). The loss is quadratic in a small ratio. Near a Cooper minimum \(S\) passes through or close to zero while \(T\), a difference, need not vanish. The same weak coupling then changes \(\beta\) by an amount of order one.

A phase difference alone does not have this effect if it is small. For \(R_1=R_3\neq0\), equations (13) and (15) give \(2-\beta=\tfrac83\sin^2(\delta/2)\), which does not grow as the common radial integral tends to zero. For small \(\delta\) the large effect needs a ratio \(R_1/R_3\) far from one, as happens when one radial integral passes through zero at an energy where the other does not.

Two values follow from (12) whatever the phases:

\[
R_1=0,\ R_3\ne0:\ \beta=1;\qquad R_3=0,\ R_1\ne0:\ \beta=0. \tag{16}
\]

In the second case only \(j=1/2\) is emitted, and an unpolarized \(j=1/2\) state is isotropic.

For the range of \(\beta\) at a given phase difference, put \(c=\cos\delta\), \(x=R_1\) and \(y=\sqrt2R_3\). Equation (12) becomes

\[
\beta=\frac{y^2+2\sqrt2\,c\,xy}{x^2+y^2}. \tag{17}
\]

This is the Rayleigh quotient of the symmetric matrix with diagonal elements \(0,1\) and off-diagonal element \(\sqrt2c\). Its extremes are the eigenvalues, the roots of \(\beta^2-\beta-2c^2=0\):

\[
\beta_\pm=\tfrac12\left(1\pm\sqrt{1+8c^2}\right). \tag{18}
\]

Since \(c^2\le1\), \(\beta\) lies between \(-1\) and 2. The first row of the eigenvalue equation, \(\sqrt2\,c\,y=\beta_-x\), shows that the lower extreme occurs at

\[
\frac{R_1}{R_3}=\frac{2c}{\beta_-}. \tag{19}
\]

Suppose that \(R_1\) and \(R_3\) have the same sign outside an energy interval and that each changes sign once, at opposite ends of it. Inside the interval their signs are opposite, and \(R_1/R_3\) runs continuously from 0 to \(-\infty\), or the reverse. If \(c>0\) throughout, the right side of (19) is negative and finite, so by continuity (19) is satisfied somewhere inside. There \(\beta=\beta_-\), which is close to \(-1\) for a small phase difference. This holds however small the separation of the zeros is.

For \(c=1\) the condition is \(R_1=-2R_3\), which is \(S=0\). Equation (9) then leaves a pure \(\sin^2\theta\) distribution. Emission along the polarization axis vanishes, and every emitted electron has its spin along \(z\) reversed.

## Profile of the dip

Close to the minimum, let both integrals be linear in energy with the same slope, \(R_j=a(E-E_j)\), and neglect \(\delta\). Define

\[
d=E_3-E_1,\qquad \Delta=|d|,\qquad u=E-\tfrac13(E_1+2E_3). \tag{20}
\]

Then \(E-E_1=u+\tfrac23d\) and \(E-E_3=u-\tfrac13d\). In the weighted sum of squares the terms linear in \(u\) cancel:

\[
(u+\tfrac23d)^2+2(u-\tfrac13d)^2=3u^2+\tfrac23\Delta^2. \tag{21}
\]

Since \(R_3-R_1=-ad\), equations (13) and (14) give

\[
\beta=2-\frac{3}{1+9u^2/(2\Delta^2)},\qquad
\mathcal S=a^2\left(u^2+\tfrac29\Delta^2\right). \tag{22}
\]

The dip is a Lorentzian of depth 3. At half depth, where \(\beta=1/2\), \(u=\pm\sqrt2\,\Delta/3\), so the full width is

\[
W=\frac{2\sqrt2}{3}\,\Delta\approx0.943\,\Delta. \tag{23}
\]

Within this law, which neglects \(\delta\), spin–orbit coupling sets the width and not the depth; the phase difference, which spin–orbit coupling also produces, raises the bottom to \(\beta_-\approx-1+\tfrac23\delta^2\) by (18). As \(\Delta\to0\) the dip narrows at fixed depth, so \(\beta\) tends to 2 at every fixed \(u\neq0\) but not uniformly in \(u\). In this local law the strength is least at the bottom of the dip, where \(2a^2\Delta^2/9\) remains.

Finite energy resolution weakens the dip. The quantities averaged are intensities and not values of \(\beta\), so the bottom of the dip, where the strength is small, receives less weight than its flanks. From (22), \(\mathcal S(2-\beta)=\tfrac23a^2\Delta^2\) is independent of \(u\), while the average of \(\mathcal S\) over \(-w<u<w\) is \(a^2(w^2/3+2\Delta^2/9)\). For a uniform window, with the slow variation of the photon energy neglected,

\[
\bar\beta=2-\frac{3}{1+3w^2/(2\Delta^2)}. \tag{24}
\]

For \(w=\Delta\) this is \(2-3/2.5=0.8\). Within this local law the average tends to 2 as \(w/\Delta\) grows.

## A solvable two-component model

To obtain amplitudes without assuming linearity, let each channel have the potential \(-1/r\) and an effective centrifugal term:

\[
h_j=-\frac12\frac{d^2}{dr^2}-\frac1r+\frac{\lambda_j(\lambda_j+1)}{2r^2}. \tag{25}
\]

The noninteger \(\lambda_j\) imitates the effect of the core. Because \(\mathbf l\cdot\mathbf s\) equals \(1/2\) for \(p_{3/2}\) and \(-1\) for \(p_{1/2}\), the difference between the channels is a term \(\xi\,\mathbf l\cdot\mathbf s/r^2\) with \(\xi=[\lambda_3(\lambda_3+1)-\lambda_1(\lambda_1+1)]/3\). The \(1/r^2\) form is chosen for solvability; it reaches further out than the spin–orbit term of a screened nucleus.

The s channel has \(\lambda_s\) in place of \(\lambda_j\). With \(\nu=\lambda_s+1\), its lowest state is

\[
P=N r^{\lambda_s+1}e^{-r/\nu},\qquad N^2=\frac{(2/\nu)^{2\lambda_s+3}}{\Gamma(2\lambda_s+3)}, \tag{26}
\]

because \(P''=[\lambda_s(\lambda_s+1)/r^2-2/r+1/\nu^2]P\). Its energy is \(-1/(2\nu^2)\).

For the continuum, drop the index \(j\) and write \(F=A\,r^{\lambda+1}e^{-ikr}w\). The \(1/r^2\) and \(k^2\) terms cancel, leaving

\[
r w''+(2\lambda+2-2ikr)w'+[2-2ik(\lambda+1)]w=0. \tag{27}
\]

In the variable \(2ikr\) this is Kummer's equation, so \(w=M(a,b,2ikr)\) with \(a=\lambda+1+i/k\) (no longer a slope) and \(b=2\lambda+2\). The large-argument form of \(M\) contains the outgoing term \(\Gamma(b)\,e^{2ikr}(2ikr)^{a-b}/\Gamma(a)\). Here

\[
(2ikr)^{a-b}=(2kr)^{-\lambda-1}\,e^{i\ln(2kr)/k}\,e^{-i\pi(\lambda+1)/2}\,e^{-\pi/(2k)}, \tag{28}
\]

and \(1/\Gamma(a)\) has the phase \(\arg\Gamma(a^*)\). As \(F\) is real, the incoming term is the complex conjugate, and the sum is \(2\cos(\Theta-\pi/2)=2\sin\Theta\) times the modulus. Comparison with (1) gives

\[
\varphi=\arg\Gamma(\lambda+1-i/k)-\frac{\pi\lambda}2,\qquad
A=\sqrt{\tfrac2{\pi k}}\,\frac{2^\lambda k^{\lambda+1}e^{\pi/(2k)}|\Gamma(a)|}{\Gamma(b)}. \tag{29}
\]

The dipole integral is a Laplace transform. Put \(q=\lambda_s+\lambda+4\) and \(s=1/\nu+ik\), expand \(M\) in powers of \(r\), and use \(\int_0^\infty r^{q+n-1}e^{-sr}dr=\Gamma(q)(q)_ns^{-q-n}\), where \((q)_n=\Gamma(q+n)/\Gamma(q)\). The sum is a Gauss function:

\[
R=AN\,\Gamma(q)\,s^{-q}\;{}_2F_1\!\left(a,q;b;\frac{2ik}{s}\right). \tag{30}
\]

The series converges for \(|2ik/s|<1\). At higher energy, scale the argument of \(M\) by a factor rising from 0 to 1. The integral stays analytic in this factor, and the argument of \({}_2F_1\) keeps a positive imaginary part, so it never meets the cut from 1 to \(\infty\). Equation (30) then holds with the continued function.

## Worked example

Take the round parameters \(\lambda_s=0.60\), \(\lambda_1=1.18\) and \(\lambda_3=1.20\), which represent no particular atom. The spin–orbit coefficient is \(\xi=(2.6400-2.5724)/3=0.0225\) hartree bohr², and the initial energy is \(-1/(2\times1.6^2)=-0.195\) hartree.

Each radial integral changes sign once in the scanned range from 0.02 to 3 hartree: \(R_1\) at \(E_1=0.2580\) and \(R_3\) at \(E_3=0.3144\) hartree. Their separation is \(\Delta=0.0564\) hartree, or 1.53 eV. A change of 0.02 in \(\lambda\) thus moves the zero by about a fifth of its energy.

The lowest \(\beta\) lies at \(E=0.2948\) hartree, or 8.02 eV; the local law puts it at \((0.2580+2\times0.3144)/3=0.2956\) hartree. At the computed minimum \(R_1=-0.02298\) and \(R_3=0.01149\) bohr/hartree\(^{1/2}\), with \(c=0.9990\). Equation (12) gives

\[
\beta=\frac{2\,[1.32-2(0.9990)(2.64)]\times10^{-4}}{(5.28+2.64)\times10^{-4}}\approx-1.00. \tag{31}
\]

With unrounded inputs the value is \(-0.9987\), in agreement with \(\beta_-\) from (18). The phase difference of \(-0.044\) rad therefore raises the minimum by only 0.0013 above \(-1\).

The width law gives \(0.9428\times0.05637=0.0531\) hartree; the model gives 0.0543 hartree, or 1.48 eV, which is 2.2% more than the law. With a tenth of the splitting in \(\lambda\), the excess falls to 0.2%, as expected of a local approximation. The law is symmetric about its centre, while the model is not: at \(2\Delta\) below and above the minimum \(\beta\) is 1.87 and 1.79, where (22) gives 1.84 on both sides. The assumption of equal, constant slopes is indeed rough. Between the two zeros \(R_1\) falls by 0.0320 and \(R_3\) by 0.0399 bohr/hartree\(^{1/2}\), and the slope of \(R_1\) changes from \(-0.76\) at \(E_1\) to \(-0.51\) bohr/hartree\(^{3/2}\) at the minimum. Unequal slopes alone do not explain the asymmetry: straight lines with slopes in the ratio 0.0320 to 0.0399 give 1.73 below and 1.96 above their minimum, the opposite order, so the curvature of the integrals is needed.

The strength has a local minimum at 0.2976 hartree, about \(0.05\Delta\) above the lowest \(\beta\), where it equals \(2.6\times10^{-4}\) bohr²/hartree; lower values are reached again at high energy, where the strength decays. At \(E=1\) hartree it is eight times larger. The strongest departure from two thus occurs where few electrons are emitted, and a measurement there needs both intensity and an energy window well below \(\Delta\). By (24), a window of full width \(\Delta\) centred on the dip already raises \(\beta\) from \(-1\) to \(-0.18\).

Far from the minimum the effect is small: \(\beta=1.986\) at both 0.02 and 1 hartree. At 0.02 hartree, \(R_1=1.057\), \(R_3=1.214\) and \(\delta=-0.056\) rad. The two terms of (15) are 0.0246 and 0.0041, so \(2-\beta=2(0.0287)/4.06=0.014\). Most of this loss comes from unequal radial integrals, the rest from the phases.

As a scalar-relativistic control, both channels receive the weighted mean \(\lambda=1.1933\). The common zero lies at 0.2947 hartree, within 0.0002 hartree of the two-component dip. One separation \(\Delta\) above this zero the control gives \(\beta=2.000\). The agreement in position has a simple cause. To first order in \(\lambda_3-\lambda_1\), the radial integral at the mean \(\lambda\) equals \((R_1+2R_3)/3\), and this vanishes where \(R_1=-2R_3\), the condition (19) for \(c\) near 1. The mean \(\lambda\) removes the \(\mathbf l\cdot\mathbf s\) term to the same order. The local minimum of the strength in the two-component model lies 0.003 hartree above the control zero. The control thus places its zero at the bottom of the dip but removes the whole dip in \(\beta\).

The numerical output also reports tests of the angular formula against direct diagonalization of \(\mathbf l\cdot\mathbf s\), and of the amplitudes against integration of the driven equation (4). The largest absolute errors are about \(2\times10^{-15}\) in \(\beta\) and \(10^{-10}\) bohr/hartree\(^{1/2}\) in the amplitudes.

## Range of validity

Equation (12) was derived for arbitrary complex \(D_1\) and \(D_3\). The values (16) hold whenever one amplitude vanishes, and the bounds (18) hold for any amplitudes if \(\delta\) is the phase of \(D_3/D_1\). That these values are actually reached as the energy varies, and the profile (22), use more: amplitudes of the form (2), with real radial integrals that change sign while the phases vary smoothly. If coupling to other ionization channels adds a complex part to \(D_j\), the amplitude need not vanish at any real energy, and the argument that \(\beta\) must reach \(\beta_-\) no longer applies. Near a Cooper minimum the one-electron amplitudes are small, so even weak additional terms, including those beyond the dipole approximation, can be comparable with them. The initial orbital (26) has no node, and its zeros come from the chosen noninteger \(\lambda\) values, whereas Cooper minima of real \(s\) subshells usually involve an initial orbital with nodes. The numbers above describe the stated model and are not predictions for an atom.

## Calculated quantities

```
lambda s, p1/2, p3/2 (no unit): 0.60 1.18 1.20
coefficient of l.s/r^2 (hartree bohr^2): 0.02253
initial-state energy (hartree): -0.19531
zero of R_1/2 (hartree): 0.25803
zero of R_3/2 (hartree): 0.31440
separation of zeros (hartree): 0.05637
separation of zeros (eV): 1.534
weighted mean of zeros (hartree): 0.29561
energy of lowest beta (hartree): 0.29479
energy of lowest beta (eV): 8.022
photon energy at lowest beta (hartree): 0.49010
lowest beta (no unit): -0.99869
cosine of phase difference there (no unit): 0.999016
lower extreme from that cosine (no unit): -0.99869
beta at zero of R_1/2 (no unit): 1.00000
beta at zero of R_3/2 (no unit): 0.00000
full width of dip, model (hartree): 0.05431
full width of dip, local law (hartree): 0.05314
full width of dip, model (eV): 1.478
width ratio model/law (no unit): 1.02199
same ratio, tenth of splitting (no unit): 1.00220
energy of least strength (hartree): 0.29764
least strength (bohr^2/hartree): 2.6107e-04
scalar control: mean lambda (no unit): 1.19333
scalar control: zero (hartree): 0.29466
scalar control: beta one separation above (no unit): 2.00000
Table: E (hartree), R_1/2 and R_3/2 (bohr/hartree^0.5),
  phi_3/2 - phi_1/2 (rad), strength (bohr^2/hartree), beta (no unit)
  0.02000 +1.056723 +1.213685 -0.05629 1.3542e+00 +1.98587
  0.18205 +0.089437 +0.145557 -0.04678 1.6791e-02 +1.87382
  0.25803 +0.000000 +0.039878 -0.04503 1.0602e-03 +1.00000
  0.29479 -0.022977 +0.011485 -0.04437 2.6391e-04 -0.99869
  0.31440 -0.032015 -0.000000 -0.04406 3.4165e-04 +0.00000
  0.40752 -0.056209 -0.032873 -0.04284 1.7736e-03 +1.79403
  1.00000 -0.049670 -0.043368 -0.03918 2.0762e-03 +1.98618
largest error, angular formula (no unit): 1.7e-15
largest error, amplitudes (bohr/hartree^0.5): 1.4e-10
largest error, beta from driven equation (no unit): 7.1e-12
```
